\section*{Is the local energy continuous once the cusp condition holds?}

\section*{Question}

I am writing a variational Monte Carlo program and testing it on the helium atom. My trial function is
\[
\Psi=\exp\left[-Z(r_1+r_2)+u(r_{12})\right],\qquad
u(r)=\frac{r}{2(1+br)},
\]
with $Z=2$ and $b=0.2$ per bohr. The exponent is the nuclear charge, so the electron-nucleus cusp condition should hold, and $u'(0)=1/2$ is the electron-electron condition for opposite spins.

My understanding was that these conditions make the local energy $E_L=(H\Psi)/\Psi$ continuous where two particles meet. To check this, I fixed electron 2 at 1 bohr from the nucleus and moved electron 1 through the nucleus along the line joining the nucleus and electron 2. At 0.001 bohr from the nucleus I get $-3.699$ hartree on the side facing electron 2, and $-2.311$ hartree on the opposite side. Going closer does not bring the two values together. When I move the electrons through each other instead, I see no such step.

Is there an error in my derivatives? If not, what does the cusp condition guarantee, and why do the two kinds of coalescence behave differently?

\section*{Answer}

Your derivatives are right. The cusp condition removes the $1/r$ divergence of the local energy, which is a weaker property than continuity. What remains at the nucleus is a finite term containing the unit vector along which the electron arrives, and such a term has no unique limit. At the electron-electron coalescence the corresponding term is present in general, but the exchange symmetry of your function sets it to zero.

I use Hartree atomic units and a fixed point nucleus, so that
\[
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}} .
\]
The unit vectors are $\mathbf n_i=\mathbf r_i/r_i$ and $\mathbf e=(\mathbf r_1-\mathbf r_2)/r_{12}$. I leave out the point where all three particles meet, and coalescence on a node of $\Psi$, where dividing by $\Psi$ needs a separate analysis.

\subsection*{What is left at the nucleus}

Let electron 1 approach the nucleus while electron 2 is elsewhere, and write
\[
\Psi=e^{-Zr_1}\,\varphi(\mathbf r_1,\mathbf r_2).
\]
Assume that $\varphi$ is nonzero and twice continuously differentiable near $\mathbf r_1=0$. Your function meets this assumption: there $\varphi=e^{-Zr_2+u(r_{12})}$, and $r_{12}$ is a smooth function of $\mathbf r_1$ as long as the electrons are apart.

For the exponential factor,
\[
\nabla_1e^{-Zr_1}=-Z\mathbf n_1e^{-Zr_1},\qquad
\nabla_1^2e^{-Zr_1}=\left(Z^2-\frac{2Z}{r_1}\right)e^{-Zr_1},
\]
where the second result follows from $\nabla^2f=f''+2f'/r$ for a radial function. The product rule for the Laplacian is
\[
\nabla^2(f\varphi)=\varphi\nabla^2f+2\nabla f\cdot\nabla\varphi+f\nabla^2\varphi .
\]
Inserting $f=e^{-Zr_1}$, dividing by $\Psi$ and multiplying by $-\tfrac12$ gives
\begin{equation}
-\frac{\nabla_1^2\Psi}{2\Psi}
=\frac{Z}{r_1}-\frac{Z^2}{2}
+Z\,\mathbf n_1\cdot\nabla_1\ln\varphi
-\frac{\nabla_1^2\varphi}{2\varphi}.
\label{eq:kin}
\end{equation}
The first term cancels the nuclear attraction $-Z/r_1$. This is the work of the cusp condition. The third term comes from the cross term of the product rule. Define the remaining gradient
\[
\mathbf g=\nabla_1\ln\varphi\,\big|_{\mathbf r_1=0}.
\]
All other contributions to $E_L$ have ordinary limits, so
\begin{equation}
E_L\to C+Z\,\mathbf n_1\cdot\mathbf g\qquad(r_1\to0),
\label{eq:general}
\end{equation}
where $C$ does not depend on direction. The limit ranges from $C-Z|\mathbf g|$ to $C+Z|\mathbf g|$. It is the same for all directions if and only if $\mathbf g=0$.

If the exponent were $\alpha\ne Z$, the first term of Eq.~\eqref{eq:kin} would be $\alpha/r_1$, and $(\alpha-Z)/r_1$ would survive. With $\alpha=1.6875$ in both exponentials of your function, $E_L$ at $r_1=0.001$ bohr and at right angles to electron 2 is $-314.8$ hartree, of which $-0.3125/0.001=-312.5$ hartree is this term. That is the behaviour which the cusp condition prevents.

\subsection*{Why the cusp condition does not see this term}

Expand $\Psi$ to first order along the direction $\mathbf n_1$:
\[
\Psi=\Psi_0\,(1-Zr_1)(1+r_1\mathbf n_1\cdot\mathbf g)+O(r_1^2)
=\Psi_0\left[1+r_1(-Z+\mathbf n_1\cdot\mathbf g)\right]+O(r_1^2),
\]
with $\Psi_0$ the value at $\mathbf r_1=0$. The relative slope is $-Z+\mathbf n_1\cdot\mathbf g$ and depends on direction. Since $\mathbf n_1$ averages to zero over the sphere, the averaged slope is $-Z$. Kato's condition is a statement about this average, so it places no restriction on $\mathbf g$.

In your example the relative slope is $-2.347$ per bohr toward electron 2 and $-1.653$ per bohr away from it. The spherical average is $-2.000$ per bohr, as required.

The origin of the step can also be read from the Schr\"odinger equation. Near the nucleus, $\Psi/\Psi_0$ contains the p-wave part $\mathbf g\cdot\mathbf r_1$. Multiplied by the potential $-Z/r_1$, it gives $-Z\,\mathbf n_1\cdot\mathbf g$, which is bounded but depends on direction. The kinetic energy should cancel it. The factor $e^{-Zr_1}$ turns the p-wave part into $\mathbf g\cdot\mathbf r_1(1-Zr_1+\dots)$. To find the kinetic energy of the second piece, use the product rule with $\nabla^2r=2/r$, $\nabla r=\mathbf n$ and $\nabla^2(\mathbf g\cdot\mathbf r)=0$:
\begin{equation}
\nabla^2\left[r(\mathbf g\cdot\mathbf r)\right]
=\frac2r\,\mathbf g\cdot\mathbf r+2\,\mathbf n\cdot\mathbf g
=4\,\mathbf n\cdot\mathbf g .
\label{eq:lap}
\end{equation}
The kinetic contribution is therefore $-\tfrac12(-Z)(4\,\mathbf n_1\cdot\mathbf g)=2Z\,\mathbf n_1\cdot\mathbf g$. This is twice what is needed, and the excess is the $+Z\,\mathbf n_1\cdot\mathbf g$ of Eq.~\eqref{eq:general}. The exponential has the correct slope for the s-wave part and too steep a slope for the p-wave part.

\subsection*{The local energy of your helium function}

Write $\Psi=e^J$ with $J=-Z(r_1+r_2)+u(r_{12})$. Then $\nabla\Psi=\Psi\nabla J$, and a second differentiation gives $\nabla^2\Psi/\Psi=\nabla^2J+|\nabla J|^2$. Since $\nabla_1r_{12}=\mathbf e$ and $\nabla_2r_{12}=-\mathbf e$,
\begin{align*}
\nabla_1J&=-Z\mathbf n_1+u'\mathbf e, &
\nabla_1^2J&=-\frac{2Z}{r_1}+u''+\frac{2u'}{r_{12}},\\
\nabla_2J&=-Z\mathbf n_2-u'\mathbf e, &
\nabla_2^2J&=-\frac{2Z}{r_2}+u''+\frac{2u'}{r_{12}} .
\end{align*}
Here $u'$ and $u''$ are taken at $r_{12}$. The squared gradients add up to
\[
|\nabla_1J|^2+|\nabla_2J|^2
=2Z^2+2u'^2-2Zu'\,\mathbf e\cdot(\mathbf n_1-\mathbf n_2).
\]
Multiplying the sum of all these terms by $-\tfrac12$ gives the kinetic part
\[
\frac Z{r_1}+\frac Z{r_2}-u''-\frac{2u'}{r_{12}}-Z^2-u'^2
+Zu'\,\mathbf e\cdot(\mathbf n_1-\mathbf n_2).
\]
When the potential is added, both nuclear attractions cancel:
\begin{equation}
E_L=-Z^2-u''-u'^2+\frac{1-2u'}{r_{12}}
+Zu'\,\mathbf e\cdot(\mathbf n_1-\mathbf n_2).
\label{eq:EL}
\end{equation}

Now let $r_1\to0$. Then $r_{12}\to r_2$ and $\mathbf e\to-\mathbf n_2$, whereas $\mathbf n_1$ keeps the direction of approach. With $\gamma$ the angle between $\mathbf r_1$ and $\mathbf r_2$,
\[
\mathbf e\cdot(\mathbf n_1-\mathbf n_2)\to
-\mathbf n_2\cdot\mathbf n_1+\mathbf n_2\cdot\mathbf n_2=1-\cos\gamma,
\]
and therefore
\begin{equation}
E_L\to-Z^2-u''(r_2)-u'(r_2)^2+\frac{1-2u'(r_2)}{r_2}
+Zu'(r_2)(1-\cos\gamma).
\label{eq:limit}
\end{equation}
This agrees with Eq.~\eqref{eq:general}: the remaining gradient is $\mathbf g=u'(r_2)\,\mathbf e=-u'(r_2)\,\mathbf n_2$, so that $Z\,\mathbf n_1\cdot\mathbf g=-Zu'(r_2)\cos\gamma$. The gradient points away from electron 2 because the Jastrow factor makes $\Psi$ larger when the electrons are farther apart.

For your parameters, differentiating $u$ gives
\[
u'(1)=\frac{1}{2(1+b)^2}=\frac1{2(1.2)^2}=0.347,\qquad
u''(1)=-\frac{b}{(1+b)^3}=-\frac{0.2}{(1.2)^3}=-0.116,
\]
in units of $1/\text{bohr}$ and $1/\text{bohr}^2$. Toward electron 2, $\gamma=0$ and the last term of Eq.~\eqref{eq:limit} vanishes:
\[
E_L\to-4+0.116-0.121+0.306=-3.699\ \text{hartree}.
\]
At $\gamma=90^\circ$ one adds $Zu'=0.694$ hartree, which gives $-3.005$ hartree. At $\gamma=180^\circ$ one adds twice this amount, which gives $-2.310$ hartree. The step along your line is
\[
2Zu'(r_2)=1.389\ \text{hartree}=37.8\ \text{eV},
\]
which is what your scan shows.

For this Jastrow factor the step equals $Z/(1+br_2)^2$. It decreases as electron 2 moves away, because a distant electron produces a weaker gradient at the nucleus. Without the Jastrow factor, $\varphi=e^{-Zr_2}$ does not depend on $\mathbf r_1$, so $\mathbf g=0$ and there is no step. The discontinuity thus appears when correlation is added to the plain product, although the cusp condition at the nucleus holds in both cases.

\subsection*{Why the electrons pass through each other without a step}

For the other coalescence, separate the Jastrow factor: $\Psi=e^{u(r_{12})}\varphi$, where $\varphi$ now denotes the remaining factor. Assume that it is nonzero and twice continuously differentiable near the meeting point, which lies away from the nucleus. For each electron,
\[
\frac{\nabla_i^2e^u}{e^u}=u''+\frac{2u'}{r_{12}}+u'^2 .
\]
The cross terms of the product rule contain $\nabla_1u=u'\mathbf e$ and $\nabla_2u=-u'\mathbf e$. Adding both kinetic terms and the repulsion gives
\begin{equation}
E_L=\frac{1-2u'}{r_{12}}-u''-u'^2
-u'\,\mathbf e\cdot(\nabla_1-\nabla_2)\ln\varphi
+\frac{h\varphi}{\varphi},
\label{eq:ee}
\end{equation}
where $h$ is $H$ without the term $1/r_{12}$.

The expansion $u'(r)=\tfrac12+u''(0)r+\dots$ shows that the first term tends to $-2u''(0)$. Let $\mathbf G$ be the value of $(\nabla_1-\nabla_2)\ln\varphi$ at coalescence. With $u''(0)=-b$,
\begin{equation}
E_L\to3b-\frac14-\frac12\,\mathbf e\cdot\mathbf G+\frac{h\varphi}{\varphi}.
\label{eq:eelimit}
\end{equation}
The structure is the same as at the nucleus: a unit vector is dotted into a remaining gradient. The cusp condition $u'(0)=\tfrac12$ has removed the divergence and does not affect $\mathbf G$.

In the singlet ground state the spatial function is symmetric, $\varphi(\mathbf a,\mathbf b)=\varphi(\mathbf b,\mathbf a)$. Differentiating this identity with respect to $\mathbf a$ shows that the gradient in the first argument at $(\mathbf a,\mathbf b)$ equals the gradient in the second argument at $(\mathbf b,\mathbf a)$. At $\mathbf a=\mathbf b$ the two gradients belong to the same point, so $\mathbf G=0$. For your function $h\varphi/\varphi=-Z^2$, and the limit is $-4-0.25+0.6=-3.65$ hartree from every direction. The local energy is continuous there, but it is not differentiable. Let the electrons meet at a distance $R$ from the nucleus, with $\theta$ the angle between $\mathbf e$ and the outward direction. Then $\mathbf e\cdot(\mathbf n_1-\mathbf n_2)\approx r_{12}\sin^2\theta/R$, and Eq.~\eqref{eq:EL} has the linear term $r_{12}\left[b-6b^2+Z\sin^2\theta/(2R)\right]$. This term is a kink along a straight path through the meeting point.

To see that symmetry is responsible, keep the same Jastrow factor and replace $\varphi$ by the product $1s(\mathbf r_1)\,2s(\mathbf r_2)$ of hydrogen-like orbitals,
\[
1s=e^{-Zr},\qquad 2s=\left(1-\frac{Zr}{2}\right)e^{-Zr/2}.
\]
This is not an admissible helium state by itself, but it satisfies the same electron-electron cusp condition. Let the electrons meet at $R=0.5$ bohr from the nucleus. The logarithmic slopes of the orbitals, per bohr, are
\[
\frac{(1s)'}{1s}=-Z=-2,\qquad
\frac{(2s)'}{2s}=-\frac Z2-\frac{Z/2}{1-ZR/2}=-1-\frac{1}{0.5}=-3 .
\]
Hence $\mathbf G$ has length $-2-(-3)=1$ per bohr and points radially outward. The orbital energies give $h\varphi/\varphi=-Z^2/2-Z^2/8=-2.5$ hartree. With $\theta$ the angle between $\mathbf e$ and the outward direction, Eq.~\eqref{eq:eelimit} becomes
\[
E_L\to-2.5+0.6-0.25-0.5\cos\theta=-2.15-0.5\cos\theta\ \text{hartree}.
\]
The limits are $-2.65$ hartree at $\theta=0$ and $-1.65$ hartree at $\theta=180^\circ$. Symmetrizing the product, $1s(\mathbf r_1)2s(\mathbf r_2)+2s(\mathbf r_1)1s(\mathbf r_2)$, gives $-2.15$ hartree in both cases.

This matters when you go beyond helium. In lithium, a product of a spin-up and a spin-down determinant has the form
\[
\left[1s(\mathbf r_1)2s(\mathbf r_3)-2s(\mathbf r_1)1s(\mathbf r_3)\right]1s(\mathbf r_2).
\]
It is not symmetric under exchange of the opposite-spin electrons 1 and 2. Then $\mathbf G$ is in general nonzero, and you should expect a step at their coalescence too.

\subsection*{What would make the local energy continuous at the nucleus}

The excess found above is cured by giving the p-wave part its own slope. Add to $\ln\Psi$ the term
\[
w=\frac Z2\,r_1\,(\mathbf r_1\cdot\mathbf g),\qquad \mathbf g=-u'(r_2)\,\mathbf n_2 .
\]
By Eq.~\eqref{eq:lap}, its Laplacian contributes
\[
-\tfrac12\nabla_1^2w=-\tfrac12\cdot\tfrac Z2\cdot4\,\mathbf n_1\cdot\mathbf g=-Z\,\mathbf n_1\cdot\mathbf g,
\]
which cancels the directional term. Nothing else changes in the limit. The gradient $\nabla_1w$ is of order $r_1$ and multiplies bounded quantities, while the derivatives of $w$ with respect to $\mathbf r_2$ are of order $r_1^2$. With this term the limits at $\gamma=0$, $90^\circ$ and $180^\circ$ are all $-3.005$ hartree, the former value at right angles.

In the expansion of $\Psi/\Psi_0$, the p-wave part is now
\[
\mathbf g\cdot\mathbf r_1\left(1-Zr_1+\frac{Zr_1}{2}+\dots\right)
=\mathbf g\cdot\mathbf r_1\left(1-\frac{Zr_1}{2}+\dots\right).
\]
This is a cusp condition for the p wave, with slope $-Z/2$ in place of $-Z$. It is independent of Kato's condition, because the p wave drops out of the spherical average.

An exact eigenfunction has $E_L=E$ wherever it is nonzero, so it can have no step. If its remaining gradient at the nucleus is nonzero, Eq.~\eqref{eq:general} shows that its $\varphi$ cannot be twice continuously differentiable there. The term $r_1(\mathbf r_1\cdot\mathbf g)$ is of this kind: its gradient is continuous, but its second derivatives depend on direction at the origin.

As written, $w$ serves near the nucleus with electron 2 elsewhere. In a complete trial function it would need a cutoff at large $r_1$, a regular form as $r_2\to0$, and the counterpart with the electrons exchanged. That counterpart depends on $\mathbf r_1$ too. If its regular form near $r_1=0$ contains a term linear in $\mathbf r_1$, it changes $\mathbf g$. If it contains a term $r_1(\mathbf c\cdot\mathbf r_1)$, Eq.~\eqref{eq:lap} gives it a directional Laplacian. In either case the step returns unless $w$ is readjusted. A form that vanishes as $r_1^3$ avoids both.

\subsection*{Does the step spoil the energy?}

It does not bias the mean. One might suspect that a discontinuous $E_L$ hides a delta function in $\nabla_1^2\Psi$, which sampling would miss. To check, exclude a sphere of radius $\varepsilon$ around the nucleus and integrate by parts. The surface term is at most $4\pi\varepsilon^2$ times the largest value of $|\Psi\nabla_1\Psi|$ on the sphere. The gradient is bounded, so this term vanishes as $\varepsilon\to0$. The same argument applies where the electrons meet. The mean of $E_L$ over $\Psi^2$ must therefore equal
\[
\left\langle\tfrac12|\nabla_1\ln\Psi|^2+\tfrac12|\nabla_2\ln\Psi|^2+V\right\rangle ,
\]
with $V$ the potential energy. Numerical integration over the whole atom gives $-2.8769$ hartree for both expressions.

The standard deviation of $E_L$ for your function is 0.311 hartree. The step of 1.389 hartree is about 4.5 times as large, but it is the full range of the directional term, not its typical spread. Over uniformly distributed directions of approach, $\cos\gamma$ is uniform on $[-1,1]$ with standard deviation $1/\sqrt3$. The term $Zu'(1-\cos\gamma)$ therefore spreads by $0.694/\sqrt3=0.40$ hartree at $r_2=1$ bohr, which is comparable with the overall value. The discontinuity itself lies at the single point $r_1=0$ and carries no weight, but the angular variation behind it persists away from the nucleus. At $r_1=0.1$ bohr the values on the two sides are $-3.694$ and $-2.361$ hartree, still 1.333 hartree apart.

A violated cusp condition is worse in a specific way. If $E_L$ behaves as $1/r_1$, its mean square near the nucleus is still finite, since $\int r^{-2}r^2\,dr$ converges at the origin. Its fourth moment contains $\int r^{-4}r^2\,dr$, which diverges, so the statistical error of a sampled variance is not controlled by the usual formula. A bounded step causes no such divergence.

For testing your code, then, equality on the two sides of the nucleus is the wrong criterion. Check that $r_1E_L$ tends to zero, and that the difference between the two sides tends to $2Zu'(r_2)$. The numerical check does this with local energies obtained by finite differences of $\Psi$ itself, independently of Eq.~\eqref{eq:EL}.

\section*{Numbers as computed}
\begin{verbatim}
nuclear charge Z: 2 e
Jastrow parameter b: 0.2 1/bohr
distance r2 of electron 2: 1.0 bohr
u'(r2): 0.3472 1/bohr
u''(r2): -0.1157 1/bohr^2
E_L near nucleus, electron 1 toward / away from electron 2:
  r1 = 0.1 bohr: -3.6941 / -2.3607 hartree
  r1 = 0.01 bohr: -3.6988 / -2.3155 hartree
  r1 = 0.001 bohr: -3.6992 / -2.3109 hartree
E_L limit at nucleus, gamma = 0 deg: -3.6993 hartree
E_L limit at nucleus, gamma = 90 deg: -3.0048 hartree
E_L limit at nucleus, gamma = 180 deg: -2.3104 hartree
jump through nucleus: 1.3889 hartree
jump through nucleus: 37.79 eV
jump without Jastrow factor: 0.0000 hartree
relative slope of Psi toward electron 2: -2.3472 1/bohr
relative slope of Psi away from electron 2: -1.6528 1/bohr
spherically averaged relative slope: -2.0000 1/bohr
wrong exponent alpha: 1.6875 1/bohr
r1*E_L at nucleus with wrong exponent: -0.3125 hartree bohr
E_L, wrong exponent, gamma = 90 deg, r1 = 0.1 bohr: -5.344 hartree
E_L, wrong exponent, gamma = 90 deg, r1 = 0.01 bohr: -33.518 hartree
E_L, wrong exponent, gamma = 90 deg, r1 = 0.001 bohr: -314.773 hartree
E_L limit with p-wave correction, gamma = 0 deg: -3.0048 hartree
E_L limit with p-wave correction, gamma = 90 deg: -3.0048 hartree
E_L limit with p-wave correction, gamma = 180 deg: -3.0048 hartree
electron pair at distance R from nucleus: 0.5 bohr
radial gradient difference, 1s(1)2s(2): 1.0000 1/bohr
E_L limit at r12 = 0, angle of r12 to R = 0 deg:
  helium ground-state function: -3.6500 hartree
  1s(1)2s(2) unsymmetrized: -2.6500 hartree
  1s2s symmetrized: -2.1500 hartree
E_L limit at r12 = 0, angle of r12 to R = 180 deg:
  helium ground-state function: -3.6500 hartree
  1s(1)2s(2) unsymmetrized: -1.6500 hartree
  1s2s symmetrized: -2.1500 hartree
mean local energy of atom: -2.87693 hartree
energy from gradient form: -2.87693 hartree
standard deviation of E_L: 0.311 hartree
\end{verbatim}
